# Kane's interband tunnelling exponent from Houston functions, with transverse momentum

In a two-band crystal with a gap of 1 eV and a reduced mass of $0.05\,m_0$, a field of $2\times10^8$ V/m carries a valence electron into the conduction band with probability $1.73\times10^{-3}$ per passage. If the electron also has a transverse wavevector with $\hbar^2k_\perp^2/(2m_r)=0.1$ eV, the gap it meets grows by less than 10 %, yet the probability falls to $4.83\times10^{-4}$. Putting the larger gap into Kane's exponent, with the mass left alone, gives $6.79\times10^{-4}$, about 40 % above the correct value. The derivation below gives the exponent, its prefactor and the correct use of the enlarged gap.

## Result to implement

For one complete passage through the gap,

$$P=e^{-S_\perp},\qquad S_\perp=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar eF}\left(1+\frac{\hbar^2k_\perp^2}{m_rE_g}\right),\tag{1}$$

where $1/m_r=1/m_c+1/m_v$, both band masses are counted positive, and $e$ and $F$ are positive magnitudes. At $k_\perp=0$ this is Kane's exponent, written $S$ below. The result belongs to the isotropic two-band model defined next, with a uniform constant field and no scattering.

## Model and equation of motion

The force $eF$ points along $+x$, so the potential energy is $-eFx$. Let $H(\mathbf k)$ be the k·p Hamiltonian in a basis that does not depend on $\mathbf k$. The envelope function $e^{i\mathbf k(t)\cdot\mathbf r}\chi(t)$ turns the Schrödinger equation into

$$-\hbar\dot k\,x\,\chi+i\hbar\dot\chi=H(\mathbf k)\chi-eFx\,\chi .$$

The terms in $x$ cancel if $\hbar\dot k=eF$, where $k$ is the component along the field. What remains is $i\hbar\dot\chi=H(\mathbf k(t))\chi$, with $\mathbf k_\perp$ constant.

The Hamiltonian is

$$H=\tfrac12E_g\beta+\hbar v\,\boldsymbol\alpha\cdot\mathbf k+\frac{\hbar^2\mathbf k^2}{2M}.\tag{2}$$

The four $4\times4$ matrices $\beta,\alpha_x,\alpha_y,\alpha_z$ anticommute with each other and have unit square. The cross terms in the square of the first two terms therefore vanish, and the band energies are

$$E_\pm=\frac{\hbar^2\mathbf k^2}{2M}\pm\tfrac12\sqrt{E_g^2+4\hbar^2v^2\mathbf k^2}.$$

For small $\mathbf k$ the root is $E_g+2\hbar^2v^2\mathbf k^2/E_g$. Comparing with $E_g/2+\hbar^2\mathbf k^2/(2m_c)$ for the upper band, and with $-E_g/2-\hbar^2\mathbf k^2/(2m_v)$ for the lower, gives

$$\frac1{m_c}=\frac{2v^2}{E_g}+\frac1M,\qquad \frac1{m_v}=\frac{2v^2}{E_g}-\frac1M .$$

Their sum is $1/m_r=4v^2/E_g$, so

$$v^2=\frac{E_g}{4m_r}.\tag{3}$$

The term with $M$ makes the masses unequal but multiplies the unit matrix. It gives both bands the same phase and drops out of the probability, which is why the reduced mass is the mass that matters.

## Transverse momentum as a gap

Collect everything in (2) that stays constant during the motion, apart from the common term:

$$B=\tfrac12E_g\beta+\hbar v(\alpha_yk_y+\alpha_zk_z).$$

By anticommutation, $B^2=E_\perp^2/4$ with

$$E_\perp^2=E_g^2+4\hbar^2v^2k_\perp^2=E_g^2+\frac{E_g\hbar^2k_\perp^2}{m_r}.\tag{4}$$

Also, $B$ anticommutes with $\alpha_x$. If $B\phi=\tfrac12E_\perp\phi$, then $B\alpha_x\phi=-\alpha_xB\phi=-\tfrac12E_\perp\alpha_x\phi$. The pair $\phi,\alpha_x\phi$ is thus closed under both $B$ and $\alpha_x$. There are two independent choices of $\phi$, one for each spin copy, and in each pair the Hamiltonian is

$$H_2=\tfrac12G\,\sigma_z+\hbar vk\,\sigma_x,\qquad G=E_\perp.\tag{5}$$

The transverse momentum has changed the gap and left $v$ alone.

Define

$$q=\frac{G}{2\hbar v},\qquad x=\frac kq,\qquad \lambda=\frac{Gq}{eF}.$$

From here on $x$ is this dimensionless wavevector. Since $dt=\hbar q\,dx/(eF)$, the equation of motion becomes

$$i\frac{d\psi}{dx}=\frac\lambda2(\sigma_z+x\sigma_x)\psi .\tag{6}$$

A single number, $\lambda$, controls the passage.

## Houston functions

A Houston function is a band state at the moving wavevector, multiplied by its dynamical phase. With $x=\tan\theta$, the matrix in (6) has eigenvalues $\pm\sqrt{1+x^2}$ and eigenvectors

$$|c\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad |v\rangle=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

Differentiation gives $|v\rangle'=-\tfrac12\theta'|c\rangle$ and $|c\rangle'=\tfrac12\theta'|v\rangle$, with $\theta'=1/(1+x^2)$. Write

$$\psi=A_v e^{i\lambda W/2}|v\rangle+A_c e^{-i\lambda W/2}|c\rangle,\qquad W(x)=\int_0^x\sqrt{1+s^2}\,ds .$$

On insertion into (6), the derivatives of the phases cancel the band energies. Projection on the two states leaves

$$A_c'=\frac{e^{i\lambda W}}{2(1+x^2)}A_v,\qquad A_v'=-\frac{e^{-i\lambda W}}{2(1+x^2)}A_c .\tag{7}$$

These equations are still equivalent to (6). Setting $A_v=1$ gives the first-order amplitude

$$A_c^{(1)}=\int_{-\infty}^{\infty}\frac{e^{i\lambda W(x)}}{2(1+x^2)}\,dx .\tag{8}$$

## The branch point and the exponent

The band separation $G\sqrt{1+x^2}$ has no zero for real $x$, but it vanishes at $x=i$, that is, at $k=iq$. One circuit around this point reverses the sign of the root and exchanges the two band energies: they are two branches of one function. The phase integral up to the branch point, with $x=iy$, is

$$W(i)=i\int_0^1\sqrt{1-y^2}\,dy=\frac{i\pi}4 ,$$

so $e^{i\lambda W(i)}=e^{-\pi\lambda/4}$. Squaring this amplitude factor gives the exponent

$$\frac{\pi\lambda}2=\frac{\pi G^2}{4\hbar v\,eF}.\tag{9}$$

For $k_\perp=0$, equation (3) gives $q=\sqrt{m_rE_g}/\hbar$, and (9) becomes $\pi\sqrt{m_r}E_g^{3/2}/(2\hbar eF)$. It remains to show that the integral has this exponential size, and to find what multiplies it.

Put $x=\sinh u$. Then $dx/(1+x^2)=du/\cosh u$ and

$$W=\int_0^u\cosh^2u'\,du'=\frac u2+\frac{\sinh2u}4 .$$

For $u=s+ib$ the modulus of the phase factor is

$$|e^{i\lambda W}|=\exp\left[-\lambda\left(\frac b2+\frac{\cosh2s\,\sin2b}4\right)\right].$$

It is at most one for $0\le b<\pi/2$, and $1/\cosh u$ makes the connecting pieces at large $|s|$ vanish. There is no pole before $u=i\pi/2$, so the path may be raised until it runs just below that point. With $u=i\pi/2+z$ we have $\cosh u=i\sinh z$ and $\sinh2u=-\sinh2z$. Therefore

$$A_c^{(1)}=e^{-\pi\lambda/4}J,\qquad J=\int\frac{dz}{2i\sinh z}\,e^{i\lambda(z/2-\sinh2z/4)},\tag{10}$$

on a path passing below $z=0$. The exponential has been taken out as a factor.

For large $\lambda$ small $z$ dominates, where

$$\frac z2-\frac{\sinh2z}4=-\frac{z^3}3-\frac{z^5}{15}-\dots$$

The leading integral is $J_0=\frac1{2i}\int dz\,e^{-i\lambda z^3/3}/z$. Let the path follow the real axis with a small half circle below the origin. The half circle runs through the angles $\pi$ to $2\pi$ and gives $i\pi$. On the axis the cosine part is odd and cancels. The sine part, with $t=\lambda z^3/3$ and $dz/z=dt/(3t)$, gives

$$-2i\int_0^\infty\frac{\sin(\lambda z^3/3)}z\,dz=-\frac{2i}3\int_0^\infty\frac{\sin t}t\,dt=-\frac{i\pi}3 .$$

Hence

$$J_0=\frac1{2i}\left(i\pi-\frac{i\pi}3\right)=\frac\pi3 .$$

First order thus yields $P^{(1)}\simeq(\pi^2/9)e^{-\pi\lambda/2}$ in weak fields.

The next term shows how slowly this limit is reached. With $1/\sinh z=1/z-z/6+\dots$, it is

$$J_1=\frac1{2i}\int\left(-\frac z6-\frac{i\lambda z^4}{15}\right)e^{-i\lambda z^3/3}dz .$$

Since $-i\lambda z^2e^{-i\lambda z^3/3}$ is the derivative of the exponential, integration by parts turns the second term into $-\frac2{15}z$. The end terms vanish when the ends of the path are tilted into the directions where the exponential decays. The two coefficients add to $-\frac3{10}$, and because $\int z\,e^{-i\lambda z^3/3}dz=-2i\int_0^\infty z\sin(\lambda z^3/3)\,dz$,

$$J_1=\frac3{10}\int_0^\infty z\sin\frac{\lambda z^3}3\,dz=\frac{3^{2/3}}{10}\,\Gamma\!\left(\tfrac23\right)\sin\frac\pi3\;\lambda^{-2/3}.\tag{11}$$

The last step again uses $t=\lambda z^3/3$ and $\int_0^\infty t^{-1/3}\sin t\,dt=\Gamma(\frac23)\sin\frac\pi3$. The correction is positive. Numerically, the prefactor is 1.05828 at $\lambda=10^2$ and 1.04772 at $\lambda=10^4$, against $\pi/3=1.04720$. The excess falls by a factor of about 21, as $100^{2/3}$ requires.

## Why first order does not fix the prefactor

The final amplitude is exponentially small, but this does not make $A_v=1$ a good approximation along the raised path. Put $A_c=e^{-\pi\lambda/4}\hat A$ in (7). Near the branch point the equations become

$$\frac{d\hat A}{dz}=\frac{e^{-i\lambda z^3/3}}{2iz}A_v,\qquad \frac{dA_v}{dz}=-\frac{e^{i\lambda z^3/3}}{2iz}\hat A .$$

The substitution $z=\lambda^{-1/3}\zeta$ removes $\lambda$ from both. No small parameter is left, so higher orders change the numerical factor by amounts that do not shrink in weak fields. The prefactor needs all orders. Summed to all orders, these local equations give the weak-field prefactor one; the next section solves (6) itself and finds the same value for every $\lambda$.

## The full passage

Use the components $a=(\psi_1+\psi_2)/\sqrt2$ and $b=(\psi_1-\psi_2)/\sqrt2$, in which $\sigma_x$ is diagonal and $\sigma_z$ exchanges the two:

$$ia'=\frac\lambda2(xa+b),\qquad ib'=\frac\lambda2(a-xb).\tag{12}$$

At $x\to-\infty$ the state $a$ has the energy $\lambda x/2<0$ and is the valence state. At $x\to+\infty$ the same state has positive energy and is the conduction state. The required probability is the fraction of $|a|^2$ that survives.

The first equation gives $b=(2i/\lambda)a'-xa$. Inserting this in the second,

$$-\frac2\lambda a''-ia-ixa'=\frac\lambda2(1+x^2)a-ixa' ,$$

or $a''+\frac{\lambda^2}4(1+x^2)a+\frac{i\lambda}2a=0$. Now set $a=e^{-i\lambda x^2/4}f$. The second derivative of $a$ is the exponential times $f''-i\lambda xf'-\frac{i\lambda}2f-\frac{\lambda^2x^2}4f$, and the last two terms cancel against the equation:

$$f''-i\lambda xf'+\frac{\lambda^2}4f=0 .\tag{13}$$

The coefficients are linear in $x$, so an integral over exponentials solves it:

$$f(x)=\int_0^\infty p^{\mu-1}e^{-ip^2/(2\lambda)+ipx}\,dp,\qquad \mu=\frac{i\lambda}4 .\tag{14}$$

To verify this, let $h=p^\mu e^{-ip^2/(2\lambda)}$, so that the weight of $e^{ipx}$ is $h/p$. The term $f''$ contributes the weight $-ph$. In $-i\lambda xf'=\lambda\int h\,x\,e^{ipx}dp$, write $xe^{ipx}=-i\,d(e^{ipx})/dp$ and integrate by parts. This gives the weight

$$i\lambda h'=\left(\frac{i\lambda\mu}p+p\right)h=\left(-\frac{\lambda^2}{4p}+p\right)h .$$

Together with $\frac{\lambda^2}{4p}h$ from the last term of (13), the sum is zero.

Two end points need care. At large $p$ the path is turned to $\arg p=-\pi/4$, where the integrand falls as a Gaussian. At $p=0$ the factor $p^\mu$ oscillates without decaying, so a small positive number $\eta$ is added to $\mu$. The end term then vanishes, equation (13) is violated by $i\lambda\eta f$, and this disappears as $\eta\to0$. The limit of $f$ is finite, since integration by parts gives

$$f=-\frac1\mu\int_0^\infty p^\mu\frac{d}{dp}e^{-ip^2/(2\lambda)+ipx}\,dp .$$

On the turned path this last form also suits numerical work for negative and moderate positive $x$. At large positive $x$ the integrand there grows to about $e^{\lambda x^2/4}$ before it falls, and cancellation destroys the accuracy.

For large $|x|$, the neighbourhood of $p=0$ contributes

$$f\simeq\int_0^\infty p^{\mu-1}e^{ipx}dp=\Gamma(\mu)(-ix)^{-\mu}.\tag{15}$$

The phase $-p^2/(2\lambda)+px$ is stationary at $p=\lambda x$, which lies on the path for positive $x$ but not for negative $x$. At $x=-X$, therefore, (15) is the whole leading result. There $b=(2i/\lambda)e^{-i\lambda x^2/4}f'$ falls as $1/X$, so the incoming state is purely the valence state.

The argument of $-ix$ is $+\pi/2$ at $x=-X$ and $-\pi/2$ at $x=+X$. The factor $(-ix)^{-i\lambda/4}$ then has modulus $e^{\pi\lambda/8}$ before the passage and $e^{-\pi\lambda/8}$ after it. Since $e^{-i\lambda x^2/4}$ is the same at both ends,

$$\frac{a(+X)}{a(-X)}\to e^{-\pi\lambda/4},\qquad P=e^{-\pi\lambda/2}.\tag{16}$$

The stationary point adds to $a$ a term that falls as $1/X$, so it does not alter this limit. In $b$ it leaves $|b|^2=(4/\lambda^2)(2\pi\lambda)=8\pi/\lambda$. With $|\Gamma(i\lambda/4)|^2=4\pi/[\lambda\sinh(\pi\lambda/4)]$, the incoming norm is $|a(-X)|^2=e^{\pi\lambda/4}|\Gamma(i\lambda/4)|^2$, and

$$\frac{|b(X)|^2}{|a(-X)|^2}=2\sinh\!\left(\frac{\pi\lambda}4\right)e^{-\pi\lambda/4}=1-e^{-\pi\lambda/2}.$$

The two final probabilities add to one. The prefactor is one for any $\lambda$ in this model, not just in weak fields.

## Correct use of the enlarged gap

With $G=E_\perp$ and $v$ fixed, (9) reads $S_\perp=S\,E_\perp^2/E_g^2$, and (4) gives (1). The same result follows from Kane's formula if the mass is changed as well. Along the field, the band separation is

$$\sqrt{E_\perp^2+4\hbar^2v^2k^2}\simeq E_\perp+\frac{2\hbar^2v^2k^2}{E_\perp},$$

and equating the last term to $\hbar^2k^2/(2m_\perp)$ gives

$$m_\perp=\frac{E_\perp}{4v^2}=m_r\frac{E_\perp}{E_g}.\tag{17}$$

Then $\sqrt{m_\perp}E_\perp^{3/2}=\sqrt{m_r/E_g}\,E_\perp^2$, as required. Let $r=\hbar^2k_\perp^2/(m_rE_g)$. The correct exponent grows by the factor $1+r$. With the mass held fixed it would grow by $(1+r)^{3/4}\simeq1+\frac34r$, which misses a quarter of the increase at small $r$.

In terms of $E_t=\hbar^2k_\perp^2/(2m_r)$, the transverse factor is

$$\frac{P(k_\perp)}{P(0)}=e^{-2SE_t/E_g}=\exp\left(-\frac{\pi\sqrt{m_rE_g}}{\hbar eF}E_t\right).\tag{18}$$

This is a Gaussian in $k_\perp$, and a stronger field makes it wider. A second limit is $E_g\to0$ at fixed $v$. Then $E_\perp=2\hbar vk_\perp$ and $P=\exp[-\pi\hbar vk_\perp^2/(eF)]$: the electron crosses with certainty at $k_\perp=0$, while any transverse momentum opens a gap of its own.

## Worked numbers

The inputs are round model parameters: $E_g=1$ eV, $m_c=0.075\,m_0$ and $m_v=0.15\,m_0$, hence $m_r=0.05\,m_0$. They give $q=\sqrt{m_rE_g}/\hbar=8.10\times10^8$ m$^{-1}$. At $F=2\times10^8$ V/m,

$$\lambda=\frac{(1\ \mathrm{eV})(8.1004\times10^8\ \mathrm{m^{-1}})}{2\times10^8\ \mathrm{eV/m}}=4.050,\qquad S=\frac\pi2\lambda=6.362 ,$$

and $P=e^{-6.362}=1.726\times10^{-3}$. Direct evolution with the four-component Hamiltonian gives the same four digits. Direct evolution of the two-level equations (12) gives the passage amplitude 0.04155, with no imaginary part beyond rounding; (16) predicts the real value $e^{-\pi\lambda/4}=0.04154$.

The first-order integral has the prefactor 1.127 at this $\lambda$, so its probability is $1.127^2\times1.726\times10^{-3}=2.19\times10^{-3}$, or 27 % too high. Part of this excess is the weak-field factor $\pi^2/9$, and the rest is the finite-$\lambda$ correction.

Doubling the field halves the exponent to 3.181. The probability becomes $4.15\times10^{-2}$, the square root of its former value, and direct evolution agrees with it.

For $E_t=0.1$ eV the ratio is $r=2E_t/E_g=0.2$. The gap becomes $\sqrt{1.2}$ eV $=1.095$ eV and the mass along the field $0.0548\,m_0$. The exponent is $1.2\times6.362=7.634$, and the suppression is $e^{-1.272}=0.280$. A gap change below 10 % has a large effect because the exponent goes as the square of the gap and is itself well above one. The fixed-mass substitution gives 7.294 instead. The full list of values is in the numerical output.

## Limits of use

Equation (16) describes a complete passage, from far below to far above $k=0$ on the scale of $q$. If an evolution is stopped at $\pm X$, with $X\gg1$ and $\lambda X^2\gg1$, each of the two cut ends of the integral (8) leaves an amplitude of about

$$\left|\int_X^\infty\frac{e^{i\lambda W}}{2x^2}dx\right|\simeq\frac1{2\lambda X^3},$$

from one integration by parts with $W'\simeq x$. The two ends together give an error that oscillates with $X$ and reaches about $1/(\lambda X^3)$. This must be small beside $e^{-\pi\lambda/4}$, so weak fields need a longer range of $k$. The final state must also be projected on the band states at $X$, since $a$ and $b$ reach them only in the limit.

In a real crystal the two-band form must be a good approximation for $|k|$ up to a few $q$, well within the Brillouin zone. Other bands, or a departure from the square-root form, closer in than this can change the phase integral up to the branch point, and with it the number $\pi/2$ in the exponent. The condition is necessary, and it secures the exponent better than the probability: a relative change $\delta$ in the phase integral multiplies $P$ by $e^{-S\delta}$, so at $S=6.36$ a change of 3 % in the exponent changes $P$ by about 20 %. Scattering during the passage and a field that varies within it are also outside (1). The formula counts one passage of one electron; a current requires in addition the rate of passages and a sum over $k_\perp$ and spin.

## Computed values

```
gap Eg = 1.000 eV
conduction mass = 0.0750 m0
valence mass = 0.1500 m0
reduced mass m_r = 0.0500 m0
conduction mass from band curvature = 0.0750 m0
valence mass from band curvature = 0.1500 m0
interband velocity v = 9.3777e+05 m/s
field F = 2.000e+08 V/m
branch point distance q = 8.1004e+08 1/m
lambda = Eg q/(e F) = 4.0502 (no unit)
exponent S, formula = 6.3621 (no unit)
exponent S, eigenvalues at imaginary k = 6.3621 (no unit)
probability exp(-S) = 1.7258e-03 (no unit)
probability, direct evolution = 1.7261e-03 (no unit)
passage amplitude, real part = 0.04155 (no unit)
passage amplitude, imaginary part = 5.8e-15 (no unit)
exp(-S/2) = 0.04154 (no unit)
first-order prefactor at this lambda = 1.1271 (no unit)
first-order prefactor at lambda 1e+02 = 1.05828 (no unit)
first-order prefactor at lambda 1e+04 = 1.04772 (no unit)
first-order prefactor at lambda 1e+06 = 1.04722 (no unit)
pi/3 = 1.04720 (no unit)
first-order probability here = 2.1926e-03 (no unit)
doubled field = 4.000e+08 V/m
exponent at doubled field = 3.1810 (no unit)
exp(-S) at doubled field = 4.1543e-02 (no unit)
direct evolution at doubled field = 4.1540e-02 (no unit)
transverse energy hbar^2 kt^2/(2 m_r) = 0.100 eV
transverse wavevector kt = 3.6226e+08 1/m
enlarged gap = 1.0954 eV
enlarged reduced mass along field = 0.05477 m0
branch point distance with kt = 8.8736e+08 1/m
exponent with kt, formula = 7.6345 (no unit)
exponent with kt, imaginary k = 7.6345 (no unit)
probability with kt, formula = 4.8349e-04 (no unit)
probability with kt, direct evolution = 4.8343e-04 (no unit)
suppression by kt = 0.2802 (no unit)
faulty fixed-mass exponent = 7.2943 (no unit)
faulty fixed-mass probability = 6.7939e-04 (no unit)
```
